Norm-Conserving Partial Waves Do Not Remove PAW One-Centre Corrections

The 3d orbital of a nickel atom holds 0.919 electrons within 1.00 Å of the nucleus. A smooth replacement can be built that holds the same charge in that sphere and coincides with the orbital outside it. Yet the Coulomb integral F⁰ of the 3d orbital with itself is 25.62 eV for the true orbital and 23.48 eV for the replacement. Equal charge has left a difference of 2.14 eV.

The numbers come from a non-relativistic, spherical, spin-unpolarised LDA calculation (Slater exchange, VWN correlation) in the configuration 3d⁸4s². The algebra uses atomic units. Differences, marked Δ, are all-electron (AE) minus pseudo (PS).

**The belief and its appeal**

In the projector augmented-wave (PAW) method, AE partial waves φ_i and smooth partial waves φ̃_i agree beyond a radius r_c. Inside the sphere, assuming a complete partial-wave expansion, a state and its smooth counterpart are

ψ = Σ_i c_i φ_i,  ψ̃ = Σ_i c_i φ̃_i,

with the same coefficients c_i. Outside they are equal, so their norms differ by

⟨ψ|ψ⟩ − ⟨ψ̃|ψ̃⟩ = Σ_ij c_i* c_j q_ij,  q_ij = ⟨φ_i|φ_j⟩ − ⟨φ̃_i|φ̃_j⟩.

If every q_ij vanishes, the smooth states have the correct norm and the PAW overlap operator becomes the identity. The belief is that the one-centre corrections, which replace smooth quantities by AE ones inside the sphere, are then unnecessary.

Norm conservation also improves scattering. Write the radial part of φ as u/r, with

u″ = [l(l+1)/r² + 2(V − E)] u.

Differentiating with respect to E, and marking that derivative by a dot, gives

u̇″ = [l(l+1)/r² + 2(V − E)] u̇ − 2u.

Multiply the second equation by u, the first by u̇, and subtract:

d/dr (u u̇′ − u′ u̇) = −2u².

Both u and u̇ vanish at the origin. Integrating to r_c, and using u u̇′ − u′ u̇ = u² ∂(u′/u)/∂E, one finds

∂(u′/u)/∂E at r_c = −2 ∫₀^{r_c} u² dr / u(r_c)².

The same derivation holds for ũ in its own local potential. Equal values at r_c and equal norms therefore give equal energy slopes. For nickel 3d the formula gives −0.884 per eV Å, and direct integration reproduces this within 0.1% in both cases. The benefit is real, but it concerns scattering to first order in energy around the reference.

**One number per pair of waves**

The density omitted by the smooth waves is a sum of terms φ_i φ_j − φ̃_i φ̃_j, taking real functions. At a point R outside the sphere, its potential follows from

1/|R − r| = Σ_L (r^L / R^{L+1}) P_L(cos γ),

where γ is the angle between R and r. The L = 0 term is q_ij/R, which norm conservation removes. The higher terms carry the radial moments

q^(L)_ij = ∫₀^{r_c} r^L (u_i u_j − ũ_i ũ_j) dr,

about which q_ij = 0 says nothing directly. For waves of different l the condition is weaker still: q_ij vanishes by angular orthogonality, whatever the radial functions are. An s–d product has an L = 2 component, and its moment here is −0.036 Å², although both waves conserve their norms.

For a single wave, let Q(r) be the charge within r, so that ΔQ′ = u² − ũ². Norm conservation means ΔQ(r_c) = 0. Integration by parts gives

q^(L) = [r^L ΔQ]₀^{r_c} − L ∫₀^{r_c} r^{L−1} ΔQ dr = −L ∫₀^{r_c} r^{L−1} ΔQ dr.

The boundary term vanishes at both ends. If the AE charge lies further inward, so that ΔQ ≥ 0 and is not zero throughout, every moment with L > 0 is negative. The program tests this condition for the nickel 3d wave to numerical accuracy; ΔQ reaches 0.132 electrons at 0.335 Å. The moments are q^(2) = −0.0293 Å² and q^(4) = −0.0106 Å⁴. The first is about 8% of the AE value of ⟨r²⟩, 0.382 Å².

**Same norm, different moments**

A family of waves shows the remaining freedom. With x = r²/r_c², take inside the sphere

ũ = r^{l+1} exp[P₀(x) + (1 − x)⁴ (t + s x)].

Here P₀ is the cubic Taylor polynomial of ln(u/r^{l+1}) about x = 1. The added term vanishes there to fourth order, so it leaves the value and first three derivatives at r_c unchanged. At fixed s,

d/dt ∫₀^{r_c} ũ² dr = 2 ∫₀^{r_c} (1 − x)⁴ ũ² dr > 0.

The norm rises from zero to infinity as t runs from −∞ to +∞. Each s therefore has exactly one norm-conserving t. For r_c = 1.0 Å:

s = −4: q^(2) = −0.0030 Å², ΔF⁰ = 0.45 eV
s = 0: q^(2) = −0.0293 Å², ΔF⁰ = 2.14 eV
s = +4: q^(2) = −0.0539 Å², ΔF⁰ = 3.34 eV

All three waves have q_ij = 0. One could impose equality of a further moment, but that would be a further condition. Reducing r_c to 0.8 Å at s = 0 lowers ΔF⁰ to 1.08 eV, at the cost of replacing less of the orbital. All other numbers in this text, above and below, refer to r_c = 1.0 Å and s = 0. The smooth 4s wave is built the same way with l = 0, and both radial functions are taken positive at r_c, which fixes the sign of the s–d moment.

**What a neighbour feels**

Consider one electron in the d orbital with m = 0. With c = cos θ, its angular distribution is

(5/8)(3c² − 1)² dc,  −1 ≤ c ≤ 1.

Its averages are

⟨c²⟩ = (5/4)(9/7 − 6/5 + 1/3) = 11/21,
⟨c⁴⟩ = (5/4)(1 − 6/7 + 1/5) = 3/7.

Hence

⟨P₂⟩ = (3⟨c²⟩ − 1)/2 = 2/7,
⟨P₄⟩ = (35⟨c⁴⟩ − 30⟨c²⟩ + 3)/8 = 2/7.

The product of two d functions contains only L = 0, 2 and 4. On the axis, at R > r_c, the potential difference is therefore

Δv = (2/7)[q^(2)/R³ + q^(4)/R⁵].

The orbital tails beyond r_c are identical and cancel. At R = 2.0 Å, with e²/4πε₀ = 14.40 eV Å restoring the units,

Δv = 14.40 × (2/7) × (−0.0293/8 − 0.0106/32) eV ≈ −0.016 eV.

This is an interaction energy between like unit charges, so the smooth density repels an electron there by 0.016 eV too much. Direct quadrature of the Coulomb integral agrees. For a spherical shell the L > 0 terms cancel on summing over m, and this error disappears.

**On-site Coulomb integrals**

With ρ = u², the Slater integrals are

F^k = ∫∫ ρ(r) ρ(s) r_<^k / r_>^{k+1} dr ds,

where r_< and r_> are the smaller and larger of r and s. Define M_k(r) = ∫₀^r s^k ρ(s) ds. The regions s < r and s > r contribute equally, and ρ = M_k′/r^k, so

F^k = 2 ∫₀^∞ ρ M_k / r^{k+1} dr
 = ∫₀^∞ r^{−2k−1} (M_k²)′ dr
 = (2k+1) ∫₀^∞ M_k² / r^{2k+2} dr.

The boundary term vanishes at the origin because M_k² ∼ r^{2k+4l+6}, and at infinity because M_k stays finite.

For k = 0, M₀ = Q. Since Q = Q̃ beyond r_c,

ΔF⁰ = ∫₀^{r_c} (Q² − Q̃²)/r² dr = ∫₀^{r_c} ΔQ (Q + Q̃)/r² dr.

This is positive when ΔQ ≥ 0 and not zero throughout. It explains the opening 2.14 eV: the AE charge is more compact and repels itself more strongly, although its total is the same.

The higher integrals behave differently:

F²: AE 11.53 eV, PS 12.08 eV, difference −0.55 eV
F⁴: AE 7.12 eV, PS 7.82 eV, difference −0.70 eV

The smooth wave now has the larger values. Part of this can be derived. Beyond r_c, M_k = M̃_k + q^(k), and both M_k and M̃_k are positive. Since M_k² − M̃_k² = q^(k)(M_k + M̃_k) there, a negative q^(k) makes the r > r_c part of the last integral for ΔF^k negative: −0.251 eV for F² and −0.045 eV for F⁴. Integrating back by parts, this part equals Δ[M_k(r_c)²]/r_c^{2k+1} + 2q^(k) ∫_{r_c}^∞ ρ/r^{k+1} dr; only the second term involves the charge outside the sphere, and it reappears in the next section. The rest comes from the r < r_c part of the integral, where the argument fixes no sign; there the negative sign is a numerical result for this wave.

The combination J = (F² + F⁴)/14, used as an average d-shell exchange parameter, is

AE: (11.531 + 7.116)/14 = 1.33 eV,
PS: (12.077 + 7.817)/14 = 1.42 eV.

These are bare integrals for fixed orbitals, not screened interactions in a solid.

**How PAW restores the integrals**

Add to the smooth radial density a compensation density q^(k) g_k(r), confined to the sphere, with ∫ r^k g_k dr = 1. Call the result ρ_c, and write (a|b)_k for the double integral with the kernel of F^k. Split each density at r_c. The outer parts are both ρ_out, so

(ρ|ρ)_k − (ρ_c|ρ_c)_k = (ρ_in|ρ_in)_k − (ρ_c,in|ρ_c,in)_k + 2(ρ_in − ρ_c,in|ρ_out)_k.

In the last term the inner radius is always the smaller one. The kernel factorises, and the term is proportional to the k-th moment of ρ_in − ρ_c,in, which is zero. The one-centre difference then restores F^k exactly. Without compensation, the sphere difference misses −0.039 eV in F² and −0.011 eV in F⁴. For k = 0 norm conservation has already matched the moment, so this valence density needs no monopole compensation. The one-centre energy difference is still needed.

**Why norm-conserving pseudopotentials can work**

For a spherical d shell with N electrons and frozen orbitals, the on-site kinetic, nuclear and core–valence Hartree energies are linear in N. The AE–PS difference of the valence Hartree energy is ½N²ΔF⁰. With N = N₀ + δ,

½N²ΔF⁰ = ½N₀²ΔF⁰ + N₀δ ΔF⁰ + ½δ²ΔF⁰.

The constant and linear terms can be stored in a fixed pseudopotential; the quadratic term cannot. The one-centre corrections have thus been precomputed to first order, not shown to vanish.

The same holds for relaxed atoms. The Kohn–Sham energy is stationary with respect to the normalised orbitals, so its derivative with respect to an occupation is that orbital's eigenvalue. For a charge δ moved from 4s to 3d,

dE/dδ at δ = 0 = ε_3d − ε_4s = −9.489 + 5.735 = −3.754 eV.

A pseudopotential built to reproduce both eigenvalues has the same first derivative. Here it was obtained by subtracting the Hartree and exchange-correlation potentials of the smooth valence density, without a core correction. A central difference with δ = ±0.2 gives an AE–PS slope mismatch below 0.005 eV per electron, which is zero within the numerical accuracy of the calculation. The curvature mismatch is −0.28 eV per electron squared.

Moving one whole electron changes the energy by −2.03 eV in the AE atom; in the pseudo-atom the energy falls by 0.12 eV less, an AE–PS difference of −0.12 eV. The frozen-orbital Hartree part of the curvature mismatch, ΔF⁰ evaluated for the density change u_d² − u_s², is +1.65 eV per electron squared. It is larger than the actual mismatch and has the opposite sign. The remainder, −1.94 eV per electron squared, is the sum of orbital relaxation and exchange-correlation; the calculation does not separate them, and they need not have the same sign. The 2.14 eV in F⁰ is therefore not the error of a pseudopotential total energy. It is the error made when the on-site integral itself is taken from the smooth orbital.

Values computed for the example and the checks

```
Ni atom, LDA (Slater exchange, VWN), 3d8 4s2, non-relativistic
sphere radius r_c = 1.00 angstrom
3d eigenvalue = -9.489 eV
4s eigenvalue = -5.735 eV
3d charge inside sphere = 0.9189 electrons
4s charge inside sphere = 0.1974 electrons
norm defect q_dd = 6.5e-17, q_ss = -3.0e-12 electrons
largest Q_AE - Q_PS inside sphere = 0.1324 electrons
  reached at r = 0.335 angstrom
energy slope of 3d log derivative at r_c, 1/(eV angstrom):
  AE -0.8848, PS -0.8847, norm formula -0.8842
moments of the 3d density over all space:
  L=2: AE 0.3823, PS 0.4116, q^L -0.0293 angstrom^2
  L=4: AE 0.4460, PS 0.4565, q^L -0.0106 angstrom^4
s-d radial moment q^2_sd = -0.0363 angstrom^2
potential energy error at 2.0 angstrom on d(m=0) axis, AE-PS, like unit charges:
  quadrature -0.01642 eV, multipoles -0.01642 eV
3d Slater integrals in eV:
  F0: AE 25.621, PS 23.481, AE-PS 2.140, from r>r_c -0.000
  F2: AE 11.531, PS 12.077, AE-PS -0.546, from r>r_c -0.251
  F4: AE 7.116, PS 7.817, AE-PS -0.700, from r>r_c -0.045
J = (F2+F4)/14: AE 1.332 eV, PS 1.421 eV
missing if sphere difference is used without compensation:
  F2 -0.0385 eV, F4 -0.0106 eV
norm-conserving 3d waves (r_c angstrom, s, q^2 angstrom^2, dF0 eV):
  1.0  -4  -0.0030  0.446
  1.0  +0  -0.0293  2.140
  1.0  +4  -0.0539  3.341
  0.8  +0  -0.0122  1.084
  0.9  +0  -0.0197  1.583
relaxed atoms, charge moved from 4s to 3d:
  one electron: AE -2.028 eV, PS -1.908 eV, AE-PS -0.120 eV
  AE-PS slope at reference = 0.0038 eV per electron
  AE-PS curvature (step 0.2 electron) = -0.282 eV per electron^2
  frozen-orbital Hartree part of curvature = 1.654 eV per electron^2
```
